# Field-Induced Geometry Shifts and Vibrational Polarizability from Infrared Intensities

## 1. What clamped nuclei miss

Suppose a molecule is placed in a static electric field and its polarizability is computed with the nuclei held at their field-free positions. The electrons respond, but the nuclei, which also feel the field, do not. The error can be large. In the model molecule of section 8, the clamped-nuclei polarizability along the dipole is 3.60 bohr³. When the nuclei may relax at fixed orientation, it is \(3.60+26.74=30.34\) bohr³. The clamped calculation finds about 12% of the response, and it gives no change in bond lengths or angles at all. The percentage belongs to this model, which leaves out polarization within the atoms.

For the polarizability component along the dipole, the missing part follows from two field-free quantities: the Hessian and the derivative of the dipole with respect to the nuclear positions. For other components the nuclear masses can also matter, because they enter the definition of fixed orientation. The Hessian, the dipole derivative and the masses together also fix the infrared spectrum in the harmonic approximation. The average of the missing polarizability over orientations can therefore be obtained from infrared intensities and frequencies.

## 2. Energy, signs and assumptions

Let \(R\) be the column of all \(3N\) nuclear coordinates of a neutral molecule, and \(F\) a static uniform field. \(E(R,F)\) is the Born–Oppenheimer energy of a nondegenerate electronic state, assumed smooth in both arguments. The dipole and the forces are

\[
\mu_a=-\frac{\partial E}{\partial F_a},\qquad f_i=-\frac{\partial E}{\partial R_i}.
\]

Let \(R_0\) be a field-free minimum. At \(R_0\) and \(F=0\) define

\[
H_{ij}=\frac{\partial^2E}{\partial R_i\partial R_j},\qquad
Z_{ai}=\frac{\partial\mu_a}{\partial R_i},\qquad
(\alpha_{\rm el})_{ab}=\frac{\partial\mu_a}{\partial F_b}.
\]

The last derivative is taken at fixed nuclei. Because mixed derivatives commute,

\[
\frac{\partial f_i}{\partial F_a}=-\frac{\partial^2E}{\partial F_a\partial R_i}
=\frac{\partial\mu_a}{\partial R_i}=Z_{ai}. \tag{1}
\]

Thus \(Z\) has two meanings: the dipole change per displacement, and the force per unit field. For small \(F\) the force on the clamped nuclei is \(Z^TF\).

With \(d=R-R_0\), the energy to second order in \(d\) and \(F\) together is

\[
E=E_0-\mu_0^TF+\tfrac12d^THd-F^TZd-\tfrac12F^T\alpha_{\rm el}F. \tag{2}
\]

There is no term linear in \(d\) alone, since \(R_0\) is stationary.

The simplest case is a charge \(q\) on a spring of constant \(k\). Setting the derivative of \(\tfrac12kd^2-qFd\) to zero gives \(d=qF/k\). The induced dipole is \(qd=(q^2/k)F\), so the polarizability is \(q^2/k\). A molecule needs the matrix form of this result, and there a difficulty appears.

## 3. Why the plain inverse Hessian does not exist

Without a field, translating or rotating the molecule leaves a minimum a minimum. The gradient is therefore zero all along such a motion. Differentiating this zero gradient along the motion gives \(Hu=0\), where \(u\) is the displacement vector of an infinitesimal translation or rotation. Hence \(H\) is singular.

The effect of these motions on the dipole is also known. Translating a neutral molecule does not change its dipole, so \(Zu=0\) for a translation. An infinitesimal rotation about an axis \(n\) moves nucleus \(i\) by \(n\times R_i\) and turns the dipole with the molecule:

\[
Zu_n=n\times\mu_0. \tag{3}
\]

The component of the field force along this rotation is

\[
u_n^TZ^TF=F\cdot(n\times\mu_0)=n\cdot(\mu_0\times F). \tag{4}
\]

This is the torque about \(n\). An unconstrained stationary point would require \(Hd=Z^TF\). Multiplying by \(u_n^T\) makes the left side zero, because \(H\) is symmetric and \(Hu_n=0\). The right side is the torque. If \(\mu_0\times F\ne0\), there is no solution: the torque turns the molecule, and no equilibrium shift proportional to \(F\) exists.

We therefore ask for the shift at fixed orientation. We define fixed orientation by the Eckart conditions,

\[
\sum_i m_id_i=0,\qquad \sum_i m_iR_{0,i}\times d_i=0, \tag{5}
\]

with \(R_0\) measured from the centre of mass. If \(M\) is the diagonal matrix of masses, they read \(u^TMd=0\) for every rigid motion \(u\). They leave \(3N-6\) displacements for a nonlinear molecule and \(3N-5\) for a linear one. Let the columns of \(B\) be a basis of these displacements.

## 4. The geometry shift

Put \(d=Bq\) in (2). The terms that depend on \(q\) are

\[
\tfrac12q^T(B^THB)q-(B^TZ^TF)^Tq.
\]

Setting the derivative with respect to \(q\) to zero gives

\[
(B^THB)\,q=B^TZ^TF. \tag{6}
\]

This matrix can be inverted. No nonzero rigid motion \(u\) satisfies (5), since that would require \(u^TMu=0\) with positive masses. We assume that \(R_0\) is a nondegenerate minimum, meaning that \(d^THd>0\) unless \(d\) is rigid. Then \(q^TB^THBq>0\) for every \(q\neq0\). Therefore

\[
\boxed{\;\delta R=G\,Z^TF,\qquad G=B(B^THB)^{-1}B^T\;} \tag{7}
\]

This is the precise form of "inverse Hessian times dipole derivative times field". Another basis \(BC\) of the same space, with \(C\) invertible, gives

\[
BC\,(C^TB^THBC)^{-1}C^TB^T=BC\,C^{-1}(B^THB)^{-1}C^{-T}C^TB^T=G,
\]

so the choice of basis does not matter.

Equation (7) is the leading order. The terms dropped from (2) are cubic in \(d\) and \(F\) together. They add forces quadratic in these quantities, and since \(d\) is proportional to \(F\), the error of (7) is of order \(F^2\).

## 5. The polarizability and the energy balance

The dipole at the relaxed geometry is, to first order,

\[
\mu=\mu_0+\alpha_{\rm el}F+Z\,\delta R
=\mu_0+(\alpha_{\rm el}+ZGZ^T)F .
\]

The vibrational contribution is

\[
\alpha_{\rm vib}=ZGZ^T. \tag{8}
\]

One factor \(Z\) turns the field into a force, and the other turns the displacement into a dipole.

The energy gives the same result. Write \(A_B=B^THB\) and \(b=B^TZ^TF\), so that \(q=A_B^{-1}b\) and \(b^TA_B^{-1}b=F^T\alpha_{\rm vib}F\). Then

\[
\tfrac12q^TA_Bq=\tfrac12F^T\alpha_{\rm vib}F,\qquad -b^Tq=-F^T\alpha_{\rm vib}F .
\]

The first term is the elastic cost of the distortion; the second is the gain from the field. Half the gain pays for the distortion, and the net change relative to clamped nuclei is \(-\tfrac12F^T\alpha_{\rm vib}F\).

## 6. Normal modes and the role of the masses

Diagonalize the mass-weighted Hessian:

\[
M^{-1/2}HM^{-1/2}e_p=\omega_p^2e_p,\qquad e_p^Te_{p'}=\delta_{pp'}. \tag{9}
\]

Each rigid motion gives an eigenvector \(M^{1/2}u\) of eigenvalue zero, because \(M^{-1/2}HM^{-1/2}M^{1/2}u=M^{-1/2}Hu=0\). The vibrational eigenvectors are orthogonal to these. For the displacement \(d=M^{-1/2}e_p\), orthogonality reads

\[
0=(M^{1/2}u)^Te_p=u^TM^{1/2}M^{1/2}d=u^TMd,
\]

which is the Eckart condition. The vectors \(M^{-1/2}e_p\) can therefore serve as the columns of \(B\). With this choice \(B^THB\) is diagonal with entries \(\omega_p^2\), and

\[
G=\sum_p\frac{M^{-1/2}e_pe_p^TM^{-1/2}}{\omega_p^2}.
\]

The normal coordinates are defined by \(d=\sum_pM^{-1/2}e_pQ_p\), so \(\partial\mu/\partial Q_p=ZM^{-1/2}e_p\). Inserting \(G\) in (7) and (8) gives

\[
Q_p=\frac{1}{\omega_p^2}\frac{\partial\mu}{\partial Q_p}\cdot F,\qquad
\alpha_{\rm vib}=\sum_p\frac{1}{\omega_p^2}
\frac{\partial\mu}{\partial Q_p}\left(\frac{\partial\mu}{\partial Q_p}\right)^T. \tag{10}
\]

A mode that does not change the dipole does not contribute. A soft mode can contribute strongly, but if \(\omega_p\) tends to zero at fixed \(\partial\mu/\partial Q_p\), the predicted shift grows without limit and the expansion (2) fails.

A static response might be expected not to depend on masses. For a field parallel to \(\mu_0\), this is true of the changes in bond lengths and angles and of the induced dipole along the field. The torque (4) is then zero, so \(Z^TF\) is orthogonal to all rigid motions. Let \(d\) be the constrained shift. The vector \(Hd-Z^TF\) is orthogonal to the columns of \(B\), by (6), and to all rigid motions. Together these span the whole space, so the vector vanishes and \(d\) is a true equilibrium shift. Changing the masses can only add a rigid motion \(u\) to it. Since \(F^TZu=0\), the value \(F^T\alpha_{\rm vib}F=F^TZd\) is unchanged. The induced dipole across the field can still change, because by (3) a rotation adds a part perpendicular to \(\mu_0\).

For a field across the dipole this argument fails. The masses enter the definition of fixed orientation, and \(\alpha_{\rm vib}\) can depend on them. For a molecule without a dipole, the torque vanishes for every field direction, and the whole tensor is independent of the masses.

## 7. From dipole derivatives to infrared intensities

In this section SI units are used. Let the field oscillate as \(F_0\cos\omega t\), and give mode \(p\) a small damping rate \(\gamma\):

\[
\ddot Q_p+\gamma\dot Q_p+\omega_p^2Q_p=\frac{\partial\mu}{\partial Q_p}\cdot F_0\cos\omega t .
\]

Without damping, the quantum mean value obeys the same equation, because the force is linear in \(Q_p\). The damping term is a simple model of energy loss. With time dependence \(e^{-i\omega t}\), the left side becomes \((\omega_p^2-\omega^2-i\gamma\omega)Q_p\). Averaging over random orientations replaces the tensor by one third of its trace:

\[
\bar\alpha_p(\omega)=\frac{S_p/3}{\omega_p^2-\omega^2-i\gamma\omega},\qquad
S_p=\left|\frac{\partial\mu}{\partial Q_p}\right|^2. \tag{11}
\]

At \(\omega=0\) this is the static contribution of the mode. For \(\omega\gg\omega_p\) it falls off as \(-S_p/(3\omega^2)\): the nuclei no longer follow, and the clamped response remains.

The mean absorbed power is the time average of \(F\cdot\dot\mu\). Since \(\dot\mu\) has complex amplitude \(-i\omega\bar\alpha_pF_0\), it equals \(\tfrac12{\rm Re}(-i\omega\bar\alpha_p)F_0^2=\tfrac12\omega\,{\rm Im}\,\bar\alpha_p\,F_0^2\). In a dilute gas the wave carries the intensity \(\tfrac12\varepsilon_0cF_0^2\). The ratio is the cross section:

\[
\sigma=\frac{\omega\,{\rm Im}\,\bar\alpha_p}{\varepsilon_0c}
=\frac{S_p}{3\varepsilon_0c}\,
\frac{\gamma\omega^2}{(\omega_p^2-\omega^2)^2+\gamma^2\omega^2}.
\]

To find the area under the band, divide numerator and denominator by \(\omega^2\) and set \(v=\omega-\omega_p^2/\omega\):

\[
I=\int_0^\infty\frac{\gamma\,d\omega}{v^2+\gamma^2}.
\]

The substitution \(\omega\to\omega_p^2/\omega\) changes \(v\) to \(-v\) and produces a factor \(\omega_p^2/\omega^2\) in the integrand. Take half the sum of the two forms and use \(dv=(1+\omega_p^2/\omega^2)\,d\omega\):

\[
I=\frac12\int_0^\infty\left(1+\frac{\omega_p^2}{\omega^2}\right)\frac{\gamma\,d\omega}{v^2+\gamma^2}
=\frac12\int_{-\infty}^{\infty}\frac{\gamma\,dv}{v^2+\gamma^2}=\frac{\pi}{2}.
\]

The area does not depend on the damping. With the wavenumber \(\tilde\nu=\omega/(2\pi c)\),

\[
\int\sigma\,d\tilde\nu=\frac{1}{2\pi c}\,\frac{S_p}{3\varepsilon_0c}\,\frac{\pi}{2}
=\frac{S_p}{12\varepsilon_0c^2}.
\]

For molar concentration \(C\) and path length \(l\), the transmitted intensity falls as \(e^{-\sigma N_ACl}\). The absorption coefficient defined with the natural logarithm is thus \(N_A\sigma\), and its integral over the band is

\[
A_p=\frac{N_AS_p}{12\varepsilon_0c^2}. \tag{12}
\]

Now take one third of the trace of (10), eliminate \(S_p\), and use \(\omega_p=2\pi c\tilde\nu_p\):

\[
\bar\alpha_{\rm vib}=\frac13\sum_p\frac{S_p}{\omega_p^2}
=\frac{4\varepsilon_0c^2}{N_A}\sum_p\frac{A_p}{4\pi^2c^2\tilde\nu_p^2}
=\frac{\varepsilon_0}{\pi^2N_A}\sum_p\frac{A_p}{\tilde\nu_p^2}.
\]

Division by \(4\pi\varepsilon_0\) gives the polarizability volume:

\[
\boxed{\;\frac{\bar\alpha_{\rm vib}}{4\pi\varepsilon_0}
=\frac{1}{4\pi^3N_A}\sum_p\frac{A_p}{\tilde\nu_p^2}\;} \tag{13}
\]

Intensities from an isotropic sample give this mean. They give the separate tensor components only if the direction of each mode's dipole change is known, for example from symmetry, as in the model of section 8. They also do not give the atomic displacements, for which \(H\) and \(Z\) are needed.

## 8. A bent ionic triatomic model

The model has a central atom 0 and end atoms 1 and 2, with one orbital on each atom and four electrons. In atomic units its energy is

\[
E=2\sum_{k=1}^{2}\epsilon_k+\sum_{j=1}^{2}0.045\,e^{-(r_j-2.5)/0.35}
+\frac{0.1}{2}(\cos\theta-\cos110^\circ)^2-F\cdot\sum_iC_iR_i .
\]

Here \(r_j\) are the bond lengths, \(\theta\) is the bond angle, and \(C=(2,1,1)\) are the core charges. The \(\epsilon_k\) are the two lowest eigenvalues of a \(3\times3\) matrix. Its diagonal elements are \(-0.3+F\cdot R_0\) for the centre and \(-0.5+F\cdot R_j\) for the ends, where \(R_0\) now means the position of atom 0. The plus sign reflects the negative electron charge. The centre is coupled to each end by \(-0.15\,e^{-(r_j-2.5)/1.5}\), and the ends are not coupled to each other. The masses are 40 u for the centre and 20 u for each end.

At the minimum both bonds are 2.5025 bohr and the angle is 110.0°. The dipole is 2.048 e bohr along \(+y\), from the negative ends towards the positive centre. The ends are separated along \(x\).

**Dipole derivatives.** If \(q_j\) are the net atomic charges, then \(\mu=\sum_jq_jR_j\), and differentiation gives the charge of the moved atom plus a charge-flow term \(\sum_jR_j\,\partial q_j/\partial R_i\). The height of the centre above the ends is \(2.5025\cos55^\circ=1.435\) bohr, so the central charge is \(2.048/1.435=1.43\) e. The derivatives for the centre are 2.71 e along \(x\) and 1.62 e along \(y\). Fixed charges would give 1.43 e in both directions; the differences are charge flow.

**Modes.** The three vibrations are:

| \(\tilde\nu\) (cm⁻¹) | dipole change | \(A\) (km/mol) | share of \(\bar\alpha_{\rm vib}\) (bohr³) |
|---|---|---|---|
| 235.0 | \(y\) | 44.5 | 7.28 |
| 655.4 | \(x\) | 358.1 | 7.53 |
| 686.2 | \(y\) | 85.0 | 1.63 |

The lowest mode carries 9% of the total intensity but 44% of the mean vibrational polarizability. This is the effect of the inverse square of the frequency.

For (13), the sum is

\[
\frac{44.52}{235.02^2}+\frac{358.09}{655.38^2}+\frac{85.01}{686.18^2}
=1.820\times10^{-3}\ \text{km cm}^2/\text{mol}.
\]

This equals \(1.820\times10^{-4}\) m³/mol. Division by \(4\pi^3N_A=7.469\times10^{25}\) mol⁻¹ gives \(2.437\times10^{-30}\) m³, or 2.437 Å³. The mode shares add up to 16.45 bohr³, which is the same value.

**Tensor components.** Formula (8) gives 22.60, 26.74 and 0 bohr³ for \(xx\), \(yy\) and \(zz\). As an independent test, the geometry was relaxed in small fields of both signs by root finding on the forces, without use of \(H\) or \(Z\). After the clamped-nuclei response is subtracted, the relaxed dipoles give the same values. The \(zz\) component vanishes because the three out-of-plane displacements of a bent triatomic are one translation and two rotations, which leaves no out-of-plane vibration.

The electronic values are 14.41, 3.60 and 0 bohr³. They contain charge flow between atoms but no polarization within an atom. The last zero is therefore a limitation of the model, not a property to expect of a molecule.

When the central mass is changed from 40 u to 10 u, \(yy\) stays at 26.74 bohr³ while \(xx\) rises to 25.54 bohr³, an increase of 13%. This is the mass dependence allowed by section 6.

**Geometry in a field along the dipole.** Take \(F=0.001\) atomic units, which is \(5.14\times10^8\) V/m. This is about 170 times the breakdown field of air, roughly \(3\times10^6\) V/m; at that lower field the shifts below would be smaller by the same factor. Along \(+y\) the field pushes the positive centre up and the negative ends down, which closes the angle and stretches the bonds. Formula (7) predicts 109.05° and 2.5047 bohr; relaxation gives 109.06° and 2.5047 bohr. The error in the angle is about 1% of its shift. The norm of the difference between the two geometries is \(2.18\times10^{-4}\) bohr, and at half the field it is \(5.55\times10^{-5}\) bohr. The ratio is 3.9, close to the factor 4 of a quadratic remainder.

To leading order the distortion costs \(\tfrac12(26.74)(10^{-6})=1.34\times10^{-5}\) hartree and gains twice that from the field.

**Geometry in a field across the dipole.** Along \(+x\) the end atoms are pushed towards \(-x\). The bond to the end on the \(-x\) side lengthens to 2.5102 bohr, and the other shortens to 2.4949 bohr. The formula gives 2.5101 and 2.4948 bohr. These lengths depend on the masses, which define the fixed orientation. Reversing the field is equivalent to a mirror reflection that exchanges the ends, so the angle must be even in \(F\) and has no linear shift. Relaxation gives a change of only 0.005°.

This geometry is not a free equilibrium. A torque of \(-2.05\times10^{-3}\) hartree per radian remains, in agreement with \(-\mu_yF_x\). If released, the molecule would turn its dipole towards the field.

## 9. Where the result applies

The total static response of a freely rotating polar molecule also contains an orientational part, which is absent from (8). Its classical value is \(\mu_0^2/(3k_BT)\), about 1470 bohr³ for the model at 300 K, far larger than \(\bar\alpha_{\rm vib}\). Equation (10) describes the leading shift of the energy minimum, which anharmonic terms do not change. They do matter when the thermal or quantum motion of the nuclei is included. In a freely rotating polar molecule, thermal motion shifts the mean dipole, so the nuclear response beyond \(\mu_0^2/(3k_BT)\) need not equal \(\bar\alpha_{\rm vib}\). Zero-point averaging over an anharmonic surface or a nonlinear dipole lies outside (10) and (13), and so do overtones in the spectrum. A measured intensity inserted in (13) therefore gives an estimate within the harmonic approximation.

The field of a solvent or an embedding environment is usually not uniform. For a fixed external perturbation of strength \(\lambda\), the force per unit field \(Z^T\) is replaced by \(-\partial^2E/\partial R\,\partial\lambda\), and the steps leading to (7) give

\[
\delta R=-G\,\frac{\partial^2E}{\partial R\,\partial\lambda}\,\lambda .
\]

Such a perturbation can exert a net force as well as a torque, so this is the internal distortion at fixed position and orientation. The infrared formula (13) does not carry over, because it rests on the response to a uniform field. The values behind section 8 are listed in the numerical output below.

## Numbers as computed

```
Model parameters
core charges (e), centre and ends: [2. 1. 1.]
orbital energies (hartree): [-0.3 -0.5 -0.5]
hopping size 0.15 hartree, decay length 1.5 bohr
repulsion 0.045 hartree, decay length 0.35 bohr
reference distance 2.5 bohr, reference angle 110.0 degree
angle constant 0.1 hartree
masses (u): [40. 20. 20.]
Field-free minimum
bonds (bohr), angle (degree): 2.5025 2.5025 110.000
dipole along y: 2.0482 e bohr
centre atom dmu_x/dx, dmu_y/dy (e): 2.7099 1.6186
end atom dmu_x/dx, dmu_y/dy (e): -1.3550 -0.8093
Modes
mode 1: wavenumber 235.02 cm^-1
  |dmu_x/dQ|, |dmu_y/dQ|: 0.00000 0.21369 e/sqrt(u)
  intensity 44.52 km/mol
  share of mean alpha_vib 7.2818 bohr^3
mode 2: wavenumber 655.38 cm^-1
  |dmu_x/dQ|, |dmu_y/dQ|: 0.60606 0.00000 e/sqrt(u)
  intensity 358.09 km/mol
  share of mean alpha_vib 7.5324 bohr^3
mode 3: wavenumber 686.18 cm^-1
  |dmu_x/dQ|, |dmu_y/dQ|: 0.00000 0.29530 e/sqrt(u)
  intensity 85.01 km/mol
  share of mean alpha_vib 1.6313 bohr^3
Polarizabilities xx, yy, zz (bohr^3)
vibrational, formula: 22.5973 26.7393 0.0000
vibrational, relaxed fields: 22.5973 26.7393 0.0000
electronic, clamped atoms: 14.4096 3.5965 0.0000
vibrational, centre mass changed: 25.5439 26.7393 0.0000
changed centre mass: 10.0 u
mean alpha_vib: 16.4455 bohr^3
mean alpha_vib from intensities: 2.4370 angstrom^3
Field 0.001 atomic units = 5.1422e+08 V/m
bonds (bohr), angle (degree) in the field
along y, linear formula: 2.50472 2.50472 109.0518
along y, relaxed:        2.50467 2.50467 109.0618
along x, linear formula: 2.51007 2.49483 109.9997
along x, relaxed:        2.51019 2.49494 110.0050
remainder along y, full field: 2.178e-04 bohr
remainder along y, half field: 5.551e-05 bohr
torque in field along x: -2.0481e-03 hartree
```
